# Effective conductance of a random two-valued square grid by planar duality, part 1

(Sections cited here and not found follow in the second part.)

## First half: one sample and its dual

A square grid of conducting bonds is built at random. Each bond has conductance $g_1$ or $g_2$, with probability $1/2$ for each value and independently of all other bonds, where $0<g_1\le g_2<\infty$. What single conductance $g$, given to every bond, would let an infinite grid carry the same current?

The question needs a definition of "infinite grid", and a finite sample supplies it. Let the nodes be $(x,y)$ with $x=0,1,\dots,N$ and $y=0,1,\dots,N-1$, where $N\ge2$. All nodes with $x=0$ are joined into one perfectly conducting electrode, and all nodes with $x=N$ into another. The lower and upper edges are free. There are $N^2$ horizontal bonds. Vertical bonds between nodes of one electrode would carry no current and are left out, so $(N-1)^2$ vertical bonds remain, in the columns $x=1,\dots,N-1$. The total number of bonds is $M=N^2+(N-1)^2$.

Let $G_N$ be the current from the left to the right electrode per unit applied voltage. If all bonds equal $g$, the potential falls linearly with $x$, the vertical bonds carry nothing, and each of the $N$ rows is a chain of $N$ bonds with conductance $g/N$. The rows add up to $G_N=g$, without a shape factor. The effective conductance of the infinite random grid is therefore defined as the limit of $G_N$ for $N\to\infty$, provided that $G_N$ tends to a value free of chance.

All relations below are homogeneous in conductance. They hold with conductances in the atomic unit $e^2/\hbar$ and equally in siemens. A product such as $GG^*=1$ means that the dual conductance $G^*$ is measured in the inverse of the unit of $G$.

### (a) Conductance as a minimum

*Set the left electrode at potential 1 and the right one at 0. Show that $G$ is the minimum of a quadratic form, and find how $G$ responds to a change of one bond.*

**Solution.** Orient each horizontal bond to the right and each vertical bond upward. For a potential $w$ on the nodes, let $\delta_b w$ be its value at the start of bond $b$ minus its value at the end. Consider

$$E[w]=\sum_b g_b(\delta_b w)^2,\qquad w=1\ \text{on the left},\quad w=0\ \text{on the right}. \tag{1}$$

The free variables are the potentials of the nodes between the electrodes. The quadratic part of $E$ is positive definite in them: if the electrode values are set to zero and all differences vanish, then $w$ is constant along each row and equals its electrode value, zero. Hence $E$ has one minimum, at a potential $u$. Setting the derivative with respect to $u(n)$ to zero gives, after division by 2,

$$\sum_{b\ \text{at}\ n} g_b\,[u(n)-u(n_b)]=0, \tag{2}$$

where $n_b$ is the other end of bond $b$. This is Kirchhoff's current law at node $n$, so $u$ is the physical potential. Write $v_b=\delta_b u$ for the bond voltage and $i_b=g_bv_b$ for the bond current. Collecting the terms of $\sum_b i_bv_b$ by nodes gives

$$E[u]=\sum_b i_b\,\delta_b u=\sum_n u(n)\,\times(\text{net current leaving } n).$$

The net current vanishes at every node between the electrodes. The left electrode contributes $1\times G$ and the right one $0\times(-G)$. Therefore

$$G=\min_w E[w]=\sum_b g_bv_b^2 . \tag{3}$$

At unit voltage the conductance is the dissipated power.

Now vary one conductance $g_b$. The potential $u$ solves linear equations with a nonsingular matrix, so it is a smooth function of $g_b$. It changes with $g_b$, but $E$ is stationary in $u$, so this change does not contribute to first order. What remains is the explicit dependence in (1):

$$\frac{\partial G}{\partial g_b}=v_b^2\ge 0 . \tag{4}$$

For each fixed $w$, $E[w]$ is linear in $g_b$, and a minimum of linear functions is concave. The graph of $G$ against $g_b$ thus lies below each of its tangents. With all other bonds held fixed,

$$G(g_b{=}g_2)-G(g_b{=}g_1)\le (g_2-g_1)\,v_b^2\big|_{g_b=g_1}. \tag{5}$$

The physical reason is that a bond made more conducting loses voltage, so further improvement gains less.

### (b) Currents become voltages

*Place a new node in each face of the grid and join neighbouring faces across each bond $b$ by a new bond of conductance $1/g_b$. Find the conductance $G^*$ of this dual network from bottom to top, for any positive values $g_b$.*

**Solution.** Let $F(i,j)$ be the face centred at $(i+\tfrac12,\,j-\tfrac12)$, with $i=0,\dots,N-1$ and $j=0,\dots,N$. The faces with $j=0$ lie below the sample and form the bottom electrode of the dual. Those with $j=N$ lie above it and form the top electrode.

Let $I(i,y)$ be the current to the right in the horizontal bond from $(i,y)$ to $(i+1,y)$. Let $J(x,y)$ be the upward current in the vertical bond from $(x,y)$ to $(x,y+1)$. Define a stream function on the faces as the current that passes below them:

$$\psi(i,j)=\sum_{y=0}^{j-1} I(i,y),\qquad \psi(i,0)=0. \tag{6}$$

Across a horizontal bond it follows at once that

$$\psi(i,y+1)-\psi(i,y)=I(i,y). \tag{7}$$

For a vertical bond, add the current laws of the nodes $(x,0),\dots,(x,y)$. The current $\psi(x-1,y+1)$ enters this group from the left, $\psi(x,y+1)$ leaves to the right, and $J(x,y)$ leaves upward. Hence

$$\psi(x-1,y+1)-\psi(x,y+1)=J(x,y). \tag{8}$$

For the whole column, $y=N-1$, nothing leaves upward, so $\psi(x-1,N)=\psi(x,N)$. The top electrode has one common value, which is the total current: $\psi(i,N)=G$.

By (7) and (8), $\psi$ is a potential on the dual network whose bond voltages are the currents of the original. Through the dual bond of conductance $1/g_b$ flows $i_b/g_b=v_b$. It remains to show that these dual currents satisfy the current law at each face with $1\le j\le N-1$. Dual current runs from higher to lower $\psi$, hence downward across a horizontal bond with positive $I$, and to the right across a vertical bond with positive $J$. Into $F(i,j)$ flow the voltages of the bonds above and to the left of it. Out of it flow those of the bonds below and to the right. The net inflow is

$$\begin{aligned}
&[u(i,j)-u(i{+}1,j)]+[u(i,j{-}1)-u(i,j)]\\
&-[u(i,j{-}1)-u(i{+}1,j{-}1)]-[u(i{+}1,j{-}1)-u(i{+}1,j)]=0 ,
\end{aligned}$$

since every potential occurs once with each sign. If the face touches an electrode, the corresponding vertical bond is absent, and its bracket is zero because both nodes have the electrode potential. The dual current law is the voltage law around a face.

The dual network therefore has voltage $G$ between top and bottom. The current that reaches its bottom electrode is the sum of the voltages along the lowest row:

$$\sum_{i=0}^{N-1}[u(i,0)-u(i+1,0)]=u(0,0)-u(N,0)=1 .$$

Current divided by voltage gives

$$G^*=\frac1G . \tag{9}$$

This holds for each single sample and involves no averaging. It rests on planarity: where a wire crosses over another without contact, the two no longer separate faces in the way that the construction of $\psi$ requires.

### (c) The centre of the distribution

*Compare the dual network with the original sample. About which value is $\ln G_N$ distributed symmetrically?*

**Solution.** Send the face $F(i,j)$ to the node $(x,y)=(j,i)$, which is a reflection in a diagonal. The dual electrodes $j=0$ and $j=N$ become the columns $x=0$ and $x=N$. A dual bond between $F(i,y)$ and $F(i,y+1)$ becomes the horizontal bond between $(y,i)$ and $(y+1,i)$, and all $N^2$ horizontal bonds arise in this way. A dual bond between $F(x-1,y+1)$ and $F(x,y+1)$ becomes the vertical bond between $(y+1,x-1)$ and $(y+1,x)$. Here $y+1$ runs over $1,\dots,N-1$ and $x-1$ over $0,\dots,N-2$, which gives all $(N-1)^2$ vertical bonds. The dual graph is the original graph reflected. This is why the sample has $N+1$ columns of nodes but $N$ rows.

The dual conductances are $1/g_1$ and $1/g_2$. Multiply all of them by $g_1g_2$:

$$\frac{g_1g_2}{g_1}=g_2,\qquad \frac{g_1g_2}{g_2}=g_1 . \tag{10}$$

The result is again a sample of the original kind, with the two values exchanged and the bonds moved to their reflected places. Call the original configuration $\sigma$ and the new one $T\sigma$. Multiplying all conductances by a factor multiplies $G$ by it, as (3) shows. With (9),

$$G(T\sigma)=g_1g_2\,G^*(\sigma)=\frac{g_1g_2}{G(\sigma)} . \tag{11}$$

The map $T$ is one-to-one, because it moves the bond values to new places and exchanges the two values, and both operations can be undone. All configurations have the same probability $2^{-M}$. Let

$$X=\ln G_N-\tfrac12\ln(g_1g_2). \tag{12}$$

Equation (11) says $X(T\sigma)=-X(\sigma)$. Every value of $X$ thus occurs with the same probability as its negative. At each $N$, $\ln G_N$ is distributed symmetrically about $\ln\sqrt{g_1g_2}$, and

$$\langle\ln G_N\rangle=\ln\sqrt{g_1g_2}. \tag{13}$$

The ordinary mean is different. Since $X$ and $-X$ are equally likely, $\langle G_N\rangle=\sqrt{g_1g_2}\,\langle e^X\rangle=\sqrt{g_1g_2}\,\langle\cosh X\rangle$. This exceeds $\sqrt{g_1g_2}$ as long as $G_N$ fluctuates.

### (d) What equal probability and independence contribute

*Let a bond be $g_2$ with probability $p$ and $g_1$ with probability $1-p$. What does duality then say? Does it suffice that half of the bonds have each value?*

**Solution.** A configuration with $m$ bonds of value $g_2$ has probability $p^m(1-p)^{M-m}$. Its partner $T\sigma$ has $M-m$ such bonds, and its probability at the exchanged fraction $1-p$ is $(1-p)^{M-m}p^{m}$, the same number. Averaging the logarithm of (11) gives

$$\langle\ln G_N\rangle_p+\langle\ln G_N\rangle_{1-p}=\ln(g_1g_2). \tag{14}$$

Duality links two unknown values and fixes them where they coincide, at $p=\tfrac12$.

The sample with $N=3$ has $9+4=13$ bonds and $2^{13}=8192$ configurations, few enough to solve Kirchhoff's equations for all of them. Take $g_2=4g_1$. At $p=\tfrac12$ the full average gives $\exp\langle\ln G\rangle=2.000\,g_1$, as (13) requires, while $\langle G\rangle=2.064\,g_1$. Weighting the same configurations with $p=0.3$ and $p=0.7$ gives $\exp\langle\ln G\rangle=1.491\,g_1$ and $2.684\,g_1$. Their product is $4.000\,g_1^2$, in agreement with (14), but neither value follows from duality alone.

Equal numbers do not suffice either. Let $N$ be even, and let all horizontal bonds between columns $x$ and $x+1$ be $g_1$ for even $x$ and $g_2$ for odd $x$. Divide the vertical bonds between the two values as evenly as their odd number allows. The potential then depends on $x$ alone, the vertical bonds carry nothing, and $N$ layers of conductance $Ng_1$ or $Ng_2$ lie in series:

$$\frac1G=\frac N2\left(\frac1{Ng_1}+\frac1{Ng_2}\right)=\frac12\left(\frac1{g_1}+\frac1{g_2}\right). \tag{15}$$

This is the harmonic mean, $1.6\,g_1$ for $g_2=4g_1$. The map $T$ turns these stripes along the current. Each row is then uniform, the rows conduct in parallel, and $G=(g_1+g_2)/2=2.5\,g_1$. The product is $4g_1^2$, so (11) holds, but the two patterns are different materials. Part (c) needs $\sigma$ and $T\sigma$ to be equally likely, and independent bonds with equal probabilities ensure this.

## Second half: the infinite grid and a copper mesh

The sample is $N$ bonds long and $N$ rows wide, with $M$ independent bonds of conductance $g_1$ or $g_2\ge g_1$, each with probability $\tfrac12$. At unit applied voltage, $u$ is the node potential, $v_b$ the voltage of bond $b$, and $G=\sum_bg_bv_b^2$ the conductance, also written $G_N$. The first half showed that $G$ is a nondecreasing, concave function of each $g_b$ with slope $v_b^2$, and that $\ln G_N$ is distributed symmetrically about $\ln\sqrt{g_1g_2}$ at every $N$.

Symmetry fixes the centre of the distribution but not its width. If half of all large samples had twice the central conductance and the other half had half of it, the symmetry would hold and the infinite grid would have no definite conductance. The width must be shown to vanish. Let

$$h=\frac{g_2}{g_1},\qquad p_b=\frac{g_bv_b^2}{G},\qquad \sum_bp_b=1, \tag{16}$$

so that $p_b$ is the share of the total power dissipated in bond $b$.

### (e) Fluctuations and power shares

*Bound the variance of $\ln G_N$ by the power shares.*

**Solution.** Number the bonds $1,\dots,M$ and write $f=\ln G$. Let $f_k$ be the average of $f$ over the bonds $k+1,\dots,M$, with the first $k$ bonds held fixed. Then $f_0=\langle f\rangle$ and $f_M=f$, so that

$$f-\langle f\rangle=\sum_{k=1}^M d_k,\qquad d_k=f_k-f_{k-1}.$$

Since $f_{k-1}$ is the average of $f_k$ over bond $k$, $d_k$ averages to zero over bond $k$ when the earlier bonds are fixed. For $j<k$, $d_j$ does not depend on bond $k$, hence $\langle d_jd_k\rangle=0$. The variance is therefore $\sum_k\langle d_k^2\rangle$.

Let $A_kf$ be the average of $f$ over bond $k$ alone. Then $d_k$ is the average of $f-A_kf$ over the later bonds. The square of an average does not exceed the average of the square, so $\langle d_k^2\rangle\le\langle(f-A_kf)^2\rangle$. Bond $k$ has two equally likely values. Let $\Delta_k$ be the increase of $\ln G$ when it goes from $g_1$ to $g_2$ with all others fixed. Then $f-A_kf=\pm\Delta_k/2$, and

$$\operatorname{Var}\ln G_N\le\frac14\sum_b\langle\Delta_b^2\rangle . \tag{17}$$

Next, $\Delta_b$ is bounded with $\ln z\le z-1$ and the concavity of $G$:

$$0\le\Delta_b\le\frac{G(g_b{=}g_2)-G(g_b{=}g_1)}{G(g_b{=}g_1)}\le\frac{(g_2-g_1)\,v_b^2}{G}\bigg|_{g_b=g_1}=(h-1)\,p_b\big|_{g_b=g_1}. \tag{18}$$

The last step uses $g_2-g_1=(h-1)g_1$. The share on the right is taken with bond $b$ in the state $g_1$. It depends on the other bonds alone and is independent of the actual state of $b$, which is $g_1$ half of the time. In the average of $p_b^2$ over all configurations, those cases therefore contribute half of the wanted average:

$$\left\langle\big(p_b|_{g_b=g_1}\big)^2\right\rangle=2\left\langle p_b^2\,;\,g_b=g_1\right\rangle\le2\langle p_b^2\rangle .$$

Here the middle expression is an average over all configurations in which those with $g_b=g_2$ count as zero. Let $P_N$ be the largest power share that any bond has in any configuration. Since $\sum_bp_b^2\le P_N\sum_bp_b=P_N$,

$$\operatorname{Var}\ln G_N\le\frac{(h-1)^2}{2}\Big\langle\sum_bp_b^2\Big\rangle\le\frac{(h-1)^2}{2}P_N . \tag{19}$$

For the 8192 configurations at $N=3$ and $h=4$, the variance is 0.064, the right side of (17) is 0.071, and the middle expression of (19) is 0.58. Most of the looseness in this case enters after (17).

The conductance becomes sharp if no single bond keeps a finite share of the power as the sample grows. That is the remaining task.

At every $N$, $\ln G_N$ is distributed symmetrically about $\ln\sqrt{g_1g_2}$, and its variance is at most $(h-1)^2P_N/2$. It remains to show that $P_N\to0$ for fixed $h$, to draw the conclusion for the infinite grid, and to apply it to a copper mesh.

Numbers in the example were calculated in double precision.
